**Implicit midpoint and RK4 for the Darwin Hamiltonian**

The program integrates two charges with state \(z=(\mathbf r_1,\mathbf r_2,\mathbf p_1,\mathbf p_2)\), step \(h\) and \(f=J\nabla H\), using \(z'=z+hf((z+z')/2)\). It asserts that the Jacobian \(M\) of the actual midpoint step satisfies \(M^TJM=J\) to rounding, while that of RK4 does not. It also asserts conservation of total momentum and angular momentum for a moving three-dimensional pair, and compares the coded \(f\) with complex-step derivatives of \(H\). The midpoint energy error scales as \(h^2\), the remainder after the modified-Hamiltonian correction as \(h^4\), and the RK4 drift rate as \(h^5\). In the 100 µs run with 8 ns steps, the midpoint energy error stays below 6.6% of the initial energy's magnitude without visible drift, while RK4 ends with an error of 2.6 times that magnitude. The apsidal advance of the reference orbit is compared with the first-order result \(\pi g^2/(L^2c^2)\), where \(g=q_1q_2/4\pi\varepsilon_0\) and \(L\) is the angular momentum. The output also shows that the midpoint rule adds a false advance of order \(h^2\), which at 8 ns far exceeds the physical one.

## Program and output

```python
"""Implicit midpoint rule for the Darwin Hamiltonian of two point charges.

Result under test: the rule z' = z + h f((z + z')/2), f = J grad H, is
symplectic and conserves total momentum and angular momentum; its energy error
oscillates as h^2 without drift, while classical RK4 drifts at a rate h^5.
State z = (r1, r2, p1, p2), 12 numbers in SI units; M1, M2 masses, Q1, Q2
charges, G = Q1 Q2/(4 pi eps0), c speed of light, h time step.
H = sum(p^2/2m - p^4/8m^3c^2) + G/r
    - G [p1.p2 + (p1.n)(p2.n)]/(2 M1 M2 c^2 r),  n = (r1 - r2)/r.
"""
import numpy as np
import sympy as sp
from scipy.constants import c as C, epsilon_0, pi
from scipy.integrate import solve_ivp, quad

M1, M2 = 1.0e-3, 2.0e-3
Q1, Q2 = 5.0, -5.0
COULOMB = 1 / (4 * pi * epsilon_0)
G = COULOMB * Q1 * Q2
R0, P0 = 1.0, 1.0e4
SCALE = [R0] * 6 + [P0] * 6
INV_SCALE = [1 / s for s in SCALE]


def dot(a, b):
    return a[0] * b[0] + a[1] * b[1] + a[2] * b[2]


def hamiltonian(z, c=C):
    sep = [z[i] - z[i + 3] for i in range(3)]
    p1, p2 = z[6:9], z[9:12]
    r = dot(sep, sep) ** 0.5
    kinetic = sum(dot(p, p) / (2 * m) - dot(p, p) ** 2 / (8 * m**3 * c**2)
                  for p, m in ((p1, M1), (p2, M2)))
    magnetic = dot(p1, p2) + dot(p1, sep) * dot(p2, sep) / r**2
    return kinetic + G / r - G * magnetic / (2 * M1 * M2 * c**2 * r)


def flow(z, c=C):
    """Time derivative of the state, from the hand-derived gradient."""
    x1, y1, z1, x2, y2, z2, a1, b1, c1, a2, b2, c2 = z
    X, Y, Z = x1 - x2, y1 - y2, z1 - z2
    rr = X * X + Y * Y + Z * Z
    ir = rr ** -0.5
    ir3 = ir / rr
    s1 = a1 * X + b1 * Y + c1 * Z
    s2 = a2 * X + b2 * Y + c2 * Z
    k = G / (2 * M1 * M2 * c * c)
    u1 = (1 - (a1*a1 + b1*b1 + c1*c1) / (2 * M1 * M1 * c * c)) / M1
    u2 = (1 - (a2*a2 + b2*b2 + c2*c2) / (2 * M2 * M2 * c * c)) / M2
    w1, w2, ki = k * s2 * ir3, k * s1 * ir3, k * ir
    q = ir3 * (-G + k * (a1*a2 + b1*b2 + c1*c2) + 3 * k * s1 * s2 / rr)
    fx = w1 * a1 + w2 * a2 - q * X
    fy = w1 * b1 + w2 * b2 - q * Y
    fz = w1 * c1 + w2 * c2 - q * Z
    return [u1*a1 - ki*a2 - w1*X, u1*b1 - ki*b2 - w1*Y, u1*c1 - ki*c2 - w1*Z,
            u2*a2 - ki*a1 - w2*X, u2*b2 - ki*b1 - w2*Y, u2*c2 - ki*c1 - w2*Z,
            fx, fy, fz, -fx, -fy, -fz]


def midpoint_step(z, h, tol=2e-15, max_iter=60):
    """One step by fixed-point iteration; returns state and flow count."""
    mid = z
    for count in range(1, max_iter + 1):
        f = flow(mid)
        new = [a + 0.5 * h * b for a, b in zip(z, f)]
        change = max([abs(a - b) * s for a, b, s in zip(new, mid, INV_SCALE)])
        mid = new
        if change <= tol:
            break
    return [a + h * b for a, b in zip(z, f)], count


def rk4_step(z, h):
    k1 = flow(z)
    k2 = flow([a + 0.5 * h * b for a, b in zip(z, k1)])
    k3 = flow([a + 0.5 * h * b for a, b in zip(z, k2)])
    k4 = flow([a + h * b for a, b in zip(z, k3)])
    return [a + h / 6 * (s + 2 * t + 2 * u + v)
            for a, s, t, u, v in zip(z, k1, k2, k3, k4)], 4


def run(step, z, h, total_time, **options):
    states, evaluations = [z], 0
    for _ in range(round(total_time / h)):
        z, count = step(z, h, **options)
        states.append(z)
        evaluations += count
    return np.array(states).T, evaluations


def angular_momentum(s):
    return np.cross(s[0:3].T, s[6:9].T) + np.cross(s[3:6].T, s[9:12].T)


def relative_L_error(s):
    L = angular_momentum(s)
    return np.max(np.linalg.norm(L - L[0], axis=1)) / np.linalg.norm(L[0])


def relative_energy_error(s):
    e = hamiltonian(s)
    return (e - e[0]) / abs(e[0])


def curvature_term(s):
    """Q = f^T H'' f, from a complex-step derivative of the flow along f."""
    f = np.array(flow(s))
    eps = 1e-30
    w = np.imag(np.array(flow(s + 1j * eps * f))) / eps
    return np.sum(f[6:] * w[:6] - f[:6] * w[6:], axis=0)


def apsides(s, h):
    """Mean radial period and apsidal advance from apocentre passages."""
    sep = s[0:3] - s[3:6]
    radial = dot(sep, s[6:9])
    angle = np.unwrap(np.arctan2(sep[1], sep[0]))
    i = np.where((radial[:-1] > 0) & (radial[1:] <= 0))[0]
    part = radial[i] / (radial[i] - radial[i + 1])
    times = (i + part) * h
    angles = angle[i] + part * (angle[i + 1] - angle[i])
    n = len(i) - 1
    return (times[-1] - times[0]) / n, (angles[-1] - angles[0]) / n - 2 * pi


# Vector potential of a slow charge: Coulomb gauge and its field equation.
xyz = sp.symbols("x y z", real=True)
vel = sp.symbols("vx vy vz", real=True)
rs = sp.sqrt(sum(x**2 for x in xyz))
vr = sum(v * x for v, x in zip(vel, xyz))
A = [(v / rs + x * vr / rs**3) / 2 for v, x in zip(vel, xyz)]
assert sp.simplify(sum(sp.diff(a, x) for a, x in zip(A, xyz))) == 0
phi_dot = -sum(v * sp.diff(1 / rs, x) for v, x in zip(vel, xyz))
for a, x in zip(A, xyz):
    laplacian = sum(sp.diff(a, y, 2) for y in xyz)
    assert sp.simplify(laplacian - sp.diff(phi_dot, x)) == 0

# A generic moving pair in three dimensions.
generic = [0.3, 0.1, -0.1, -0.2, 0.0, 0.1,
           0.4e4, 1.6e4, 0.3e4, 0.2e4, -1.5e4, -0.5e4]


# Legendre transform of the Darwin Lagrangian: H is right up to order c^-4.
def lagrangian(pos, v, c):
    sep = [pos[i] - pos[i + 3] for i in range(3)]
    r = dot(sep, sep) ** 0.5
    v1, v2 = v[:3], v[3:]
    free = sum(m * dot(u, u) / 2 + m * dot(u, u) ** 2 / (8 * c**2)
               for u, m in ((v1, M1), (v2, M2)))
    return free - G / r + G / (2 * c**2 * r) * (
        dot(v1, v2) + dot(v1, sep) * dot(v2, sep) / r**2)


def legendre_error(c):
    v = [4e6, 1.6e7, 3e6, 1e6, -7e6, -2e6]
    p = []
    for j in range(6):
        shifted = [complex(u) for u in v]
        shifted[j] += 1e-10j
        p.append(lagrangian(generic[:6], shifted, c).imag / 1e-10)
    energy = sum(a * b for a, b in zip(p, v)) - lagrangian(generic[:6], v, c)
    return energy - hamiltonian(generic[:6] + p, c)


legendre_ratio = legendre_error(C) / legendre_error(2 * C)
assert abs(legendre_ratio - 16) < 1.5

# Hand-derived flow against complex-step differentiation of H.
grad = []
for j in range(12):
    shifted = [complex(a) for a in generic]
    shifted[j] += 1e-20j * SCALE[j]
    grad.append(hamiltonian(shifted).imag / (1e-20 * SCALE[j]))
from_H = np.array(grad[6:] + [-a for a in grad[:6]])
direct = np.array(flow(generic))
for part in (slice(0, 6), slice(6, 12)):
    assert np.max(abs(from_H[part] - direct[part])) < 1e-12 * np.max(abs(direct[part]))


# Jacobians of the actual maps in scaled variables.
def jacobian(function, z):
    columns = []
    for j in range(12):
        shifted = [complex(a) for a in z]
        shifted[j] += 1e-20j * SCALE[j]
        columns.append([b.imag / 1e-20 / s
                        for b, s in zip(function(shifted), SCALE)])
    return np.array(columns).T


H_BIG = 8e-9
J = np.block([[np.zeros((6, 6)), np.eye(6)], [-np.eye(6), np.zeros((6, 6))]])
jac_mid = jacobian(lambda z: midpoint_step(z, H_BIG, tol=0.0)[0], generic)
jac_rk = jacobian(lambda z: rk4_step(z, H_BIG)[0], generic)
defect_mid = np.max(abs(jac_mid.T @ J @ jac_mid - J))
defect_rk = np.max(abs(jac_rk.T @ J @ jac_rk - J))
assert defect_mid < 1e-11 and defect_rk > 1e-7
after = midpoint_step(generic, H_BIG)[0]
centre = [(a + b) / 2 for a, b in zip(generic, after)]
half = H_BIG / 2 * jacobian(flow, centre)
cayley = np.linalg.solve(np.eye(12) - half, np.eye(12) + half)
assert np.max(abs(cayley - jac_mid)) < 1e-10

# Conservation of vector L and P for the moving pair.
moving, _ = run(midpoint_step, generic, H_BIG, 200 * H_BIG)
moving_L = relative_L_error(moving)
total_P = moving[6:9] + moving[9:12]
moving_P = np.max(abs(total_P - total_P[:, :1])) / np.linalg.norm(total_P[:, 0])
assert moving_L < 1e-11 and moving_P < 1e-11

# Worked example: start at apocentre with zero total momentum.
start = [R0 * M2 / (M1 + M2), 0.0, 0.0, -R0 * M1 / (M1 + M2), 0.0, 0.0,
         0.0, P0, 0.0, 0.0, -P0, 0.0]
E0 = hamiltonian(start)
L0 = R0 * P0
first, first_count = midpoint_step(start, H_BIG)
LONG = 100e-6
mid_long, mid_evals = run(midpoint_step, start, H_BIG, LONG)
rk_long, rk_evals = run(rk4_step, start, H_BIG, LONG)
err_mid, err_rk = relative_energy_error(mid_long), relative_energy_error(rk_long)
t_long = np.arange(len(err_mid)) * H_BIG
band = np.max(abs(err_mid))
trend_mid = np.polyfit(t_long, err_mid, 1)[0] * LONG
Q_long = curvature_term(mid_long)
band_predicted = np.max(abs(H_BIG**2 / 24 * (Q_long - Q_long[0]))) / abs(E0)
L_mid, L_rk = relative_L_error(mid_long), relative_L_error(rk_long)
assert abs(trend_mid) < 0.05 * band
assert abs(err_rk[-1]) > band
assert L_mid < 1e-11 and L_rk > 1e-6
crossing = t_long[np.argmax(abs(err_rk) > band)]

# An unfinished iteration spoils the conservation of angular momentum.
loose, _ = run(midpoint_step, start, H_BIG, 2e-6, max_iter=3)
L_loose = relative_L_error(loose)
assert L_loose > 1e-6

# Orders in h: energy error, modified-energy error, apsidal advance.
SHORT = 2e-6


def reference(c):
    grid = np.arange(2001) * 1e-9
    sol = solve_ivp(lambda t, y: flow(y.tolist(), c), (0, grid[-1]), start,
                    method="DOP853", t_eval=grid, rtol=1e-12,
                    atol=1e-13 * np.array(SCALE))
    assert sol.success
    return sol.y


ref = reference(C)
period, advance = apsides(ref, 1e-9)
advance_formula = pi * G**2 / (L0 * C) ** 2
advance_4c = apsides(reference(4 * C), 1e-9)[1]
assert abs(advance / advance_formula - 1) < 0.1
assert abs(advance_4c / (advance_formula / 16) - 1) < 0.01
bands, residuals, false_advance = [], [], []
for h in (2e-9, 1e-9):
    s, _ = run(midpoint_step, start, h, SHORT)
    e, Q = relative_energy_error(s), curvature_term(s)
    bands.append(np.max(abs(e)))
    residuals.append(np.max(abs(e - h**2 / 24 * (Q - Q[0]) / abs(E0))))
    false_advance.append(apsides(s, h)[1] - advance)
order_band = np.log2(bands[0] / bands[1])
order_residual = np.log2(residuals[0] / residuals[1])
order_advance = np.log2(false_advance[0] / false_advance[1])
assert abs(order_band - 2) < 0.1
assert abs(order_residual - 4) < 0.2
assert abs(order_advance - 2) < 0.1
advance_big = apsides(mid_long, H_BIG)[1]

# Secular RK4 drift rate by a straight-line fit over many orbits.
rates = []
for h in (2e-9, 1e-9):
    s, _ = run(rk4_step, start, h, 20e-6)
    e = relative_energy_error(s)
    rates.append(np.polyfit(np.arange(len(e)) * h, e, 1)[0])
order_rk = np.log2(rates[0] / rates[1])
assert abs(order_rk - 5) < 0.3

# Radiation left out by the model: Larmor power with Newtonian acceleration.
sep = ref[0:3] - ref[3:6]
distance = np.sqrt(dot(sep, sep))
dipole_acc = abs(G) / distance**2 * (Q1 / M1 - Q2 / M2)
larmor = 2 * COULOMB / (3 * C**3)
flux = quad(lambda a: epsilon_0 * C * (COULOMB * np.sin(a) / C**2) ** 2
            * 2 * pi * np.sin(a), 0, pi)[0]
assert abs(flux / larmor - 1) < 1e-10
n_orbit = int(SHORT / period)
stop = round(n_orbit * period / 1e-9)
radiated = larmor * np.mean(dipole_acc[:stop] ** 2) * period
speed = np.max(np.sqrt(sum(np.array(flow(ref))[i] ** 2 for i in range(3))))

print(f"masses: {M1*1e3:.1f} g, {M2*1e3:.1f} g; charges: {Q1:.1f} C, {Q2:.1f} C")
print(f"start separation: {R0:.1f} m; momentum of each: {P0:.1e} kg m/s")
print(f"G = q1 q2/(4 pi eps0): {G:.5e} J m")
print(f"start energy: {E0:.5e} J; angular momentum: {L0:.3e} J s")
print(f"smallest separation: {distance.min():.4f} m")
print(f"largest speed of charge 1: {speed/C:.4f} c")
print(f"radial period (reference): {period*1e9:.3f} ns")
print(f"Legendre error ratio, c to 2c: {legendre_ratio:.3f}")
print(f"symplectic defect, midpoint, 8 ns: {defect_mid:.1e}")
print(f"symplectic defect, RK4, 8 ns: {defect_rk:.2e}")
print(f"moving pair, 200 steps: relative L error {moving_L:.1e}")
print(f"moving pair, 200 steps: relative P error {moving_P:.1e}")
print(f"first 8 ns midpoint step, flow evaluations: {first_count}")
print(f"  separation x, y: {first[0]-first[3]:.6f}, {first[1]-first[4]:.6f} m")
print(f"  p1 x, y: {first[6]:.3f}, {first[7]:.3f} kg m/s")
print(f"long run: {LONG*1e6:.0f} us, step {H_BIG*1e9:.0f} ns, {len(t_long)-1} steps")
print(f"long run in reference periods: {LONG/period:.1f}")
print(f"midpoint largest relative energy error: {band:.4e}")
print(f"  predicted by h^2 term: {band_predicted:.4e}")
print(f"midpoint fitted energy trend over run: {trend_mid:.2e}")
print(f"RK4 relative energy error at end: {err_rk[-1]:.4e}")
print(f"RK4 error first exceeds midpoint maximum at: {crossing*1e6:.2f} us")
print(f"relative L error, midpoint: {L_mid:.1e}; RK4: {L_rk:.3e}")
print(f"relative L error, 3 iterations only, 2 us: {L_loose:.2e}")
print(f"flow evaluations per us at 8 ns, midpoint: {mid_evals/LONG*1e-6:.0f}")
print(f"flow evaluations per us at 8 ns, RK4: {rk_evals/LONG*1e-6:.0f}")
print(f"flow evaluations per us at 1 ns, RK4: {4*1000}")
print(f"midpoint energy error at 2 ns, 1 ns: {bands[0]:.4e}, {bands[1]:.4e}")
print(f"  order in h: {order_band:.3f}")
print(f"error left after h^2 term: {residuals[0]:.3e}, {residuals[1]:.3e}")
print(f"  order in h: {order_residual:.3f}")
print(f"RK4 relative drift rate at 2 ns: {rates[0]*1e-6:.3e} per us")
print(f"RK4 relative drift rate at 1 ns: {rates[1]*1e-6:.3e} per us")
print(f"  order in h: {order_rk:.3f}")
print(f"apsidal advance per orbit, reference: {advance:.6f} rad")
print(f"apsidal advance, first-order formula: {advance_formula:.6f} rad")
print(f"apsidal advance with 4c, reference: {advance_4c:.4e} rad")
print(f"apsidal advance with 4c, formula: {advance_formula/16:.4e} rad")
print(f"apsidal advance, midpoint 8 ns: {advance_big:.6f} rad")
print(f"false advance, midpoint 2 ns: {false_advance[0]:.6f} rad")
print(f"false advance, midpoint 1 ns: {false_advance[1]:.6f} rad")
print(f"  order in h: {order_advance:.3f}")
print(f"Larmor loss per orbit over |start energy|: {radiated/abs(E0):.2e}")
print("every check passed")
```

Running it gives:

```
masses: 1.0 g, 2.0 g; charges: 5.0 C, -5.0 C
start separation: 1.0 m; momentum of each: 1.0e+04 kg m/s
G = q1 q2/(4 pi eps0): -2.24689e+11 J m
start energy: -1.49767e+11 J; angular momentum: 1.000e+04 J s
smallest separation: 0.4988 m
largest speed of charge 1: 0.0666 c
radial period (reference): 222.743 ns
Legendre error ratio, c to 2c: 16.056
symplectic defect, midpoint, 8 ns: 4.8e-16
symplectic defect, RK4, 8 ns: 5.75e-04
moving pair, 200 steps: relative L error 1.0e-14
moving pair, 200 steps: relative P error 1.4e-15
first 8 ns midpoint step, flow evaluations: 15
  separation x, y: 0.989169, 0.119200 m
  p1 x, y: -1807.894, 9891.631 kg m/s
long run: 100 us, step 8 ns, 12500 steps
long run in reference periods: 448.9
midpoint largest relative energy error: 6.5954e-02
  predicted by h^2 term: 6.3702e-02
midpoint fitted energy trend over run: 9.85e-06
RK4 relative energy error at end: 2.5973e+00
RK4 error first exceeds midpoint maximum at: 9.86 us
relative L error, midpoint: 7.6e-13; RK4: 7.293e-01
relative L error, 3 iterations only, 2 us: 1.10e-01
flow evaluations per us at 8 ns, midpoint: 2448
flow evaluations per us at 8 ns, RK4: 500
flow evaluations per us at 1 ns, RK4: 4000
midpoint energy error at 2 ns, 1 ns: 3.0815e-03, 7.6093e-04
  order in h: 2.018
error left after h^2 term: 5.522e-06, 3.383e-07
  order in h: 4.029
RK4 relative drift rate at 2 ns: -6.331e-06 per us
RK4 relative drift rate at 1 ns: -1.980e-07 per us
  order in h: 4.999
apsidal advance per orbit, reference: 0.017818 rad
apsidal advance, first-order formula: 0.017647 rad
apsidal advance with 4c, reference: 1.1036e-03 rad
apsidal advance with 4c, formula: 1.1029e-03 rad
apsidal advance, midpoint 8 ns: 0.324920 rad
false advance, midpoint 2 ns: 0.015084 rad
false advance, midpoint 1 ns: 0.003734 rad
  order in h: 2.014
Larmor loss per orbit over |start energy|: 4.23e-03
every check passed
```
